# Photoionisation of hydrogen 2s and 2p near threshold

## Problem

A hydrogen atom in the 2s or the 2p level absorbs one photon of angular frequency $\omega$ and loses its electron. Find the cross sections in closed form as functions of photon energy, evaluate them in megabarn at threshold, and split the 2p result into the parts that leave the electron in an s wave and in a d wave.

The nucleus is a fixed point charge with $Z=1$, relativity and spin are left out, the field is weak enough for first-order perturbation theory, and the dipole approximation holds. The 2p level is populated evenly over $m$. Atomic units are used: $\hbar=m_e=e=1$, and the speed of light is $c=1/\alpha$. The ejected electron has energy $E=k^2/2$, so

$$\omega=\frac18+\frac{k^2}{2}=\frac{x}{8},\qquad x=1+4k^2 .$$

Thus $x$ is the photon energy in units of the threshold energy.

## A tempting solution

After ionisation the electron is free, so describe it by a free spherical wave. With unit normalisation per unit energy, its radial function is

$$u^{\rm free}_{kl}(r)=\sqrt{\frac{2k}{\pi}}\;r\,j_l(kr).$$

The bound state confines the dipole integral to a few tens of Bohr radii. Near threshold $kr$ is small there, and $j_l(kr)\approx (kr)^l/(2l+1)!!$. The radial integral then scales as $k^{l'+1/2}$, where $l'$ is the final angular momentum, and the cross section as $k^{2l'+1}$:

$$\sigma(2s\to p)\propto k^3,\qquad \sigma(2p\to s)\propto k,\qquad \sigma(2p\to d)\propto k^5 .$$

The conclusion would be that both cross sections vanish at threshold, and that slow electrons from 2p emerge almost purely as s waves, because the centrifugal barrier keeps the d wave out.

## Where it fails

The electron leaves behind a proton, whose attraction $-1/r$ is small compared with $k^2/2$ only at distances $r\gg2/k^2$. As $k\to0$ this region recedes to infinity, so near threshold the attraction cannot be neglected over the range of the bound state. The true radial equation is

$$u''+\left[k^2+\frac2r-\frac{l(l+1)}{r^2}\right]u=0. \tag{1}$$

At $k=0$ the Coulomb term exceeds the centrifugal term for $r>l(l+1)/2$, which is $r>3$ for a d wave. The 2p dipole integrand contains $r^3e^{-r/2}$, which peaks at $r=6$. The d wave therefore reaches the region that matters, and the barrier argument collapses together with the free wave. The cure is to use the solutions of (1).

## Correct solution

**Cross section and angular factors.** A field $E_0\cos\omega t$ along $z$ gives the perturbation $E_0z\cos\omega t$, whose absorbing part has amplitude $E_0z/2$. The golden rule gives the rate $W=2\pi(E_0^2/4)|\langle E|z|i\rangle|^2$, with $\langle E|E'\rangle=\delta(E-E')$. The intensity is $cE_0^2/8\pi$, so the photon flux is $cE_0^2/(8\pi\omega)$. Dividing rate by flux,

$$\sigma=4\pi^2\alpha\,\omega\,|\langle E|z|i\rangle|^2 .$$

For $z=r\cos\theta$, the squared angular element between $l-1$ and $l$ at fixed $m$ is $(l^2-m^2)/(4l^2-1)$. Averaging over the initial $m$ gives the weights

$$w_{2s\to p}=\frac13,\qquad w_{2p\to s}=\frac13\cdot\frac13=\frac19,\qquad w_{2p\to d}=\frac13\cdot\frac{4+3+3}{15}=\frac29 .$$

The s and d waves are orthogonal over the sphere, so their contributions to the total cross section add without interference. For each channel

$$\sigma=4\pi^2\alpha\,\omega\,w\,R^2,\qquad R=\int_0^\infty u_i\,r\,u_{kl'}\,dr. \tag{2}$$

**Continuum functions.** Put $u=r^{l+1}e^{-ikr}f$ into (1) and use $s=2ikr$. The result is Kummer's equation,

$$s f_{ss}+(2l+2-s)f_s-a f=0,\qquad a=l+1+\frac ik .$$

The regular solution is $F_l=C_l(kr)^{l+1}e^{-ikr}M(a,2l+2,2ikr)$, where $M$ is the confluent hypergeometric function. Choose $C_l$ so that $F_l$ tends to a sine of unit amplitude. At large $r$, $M$ is a sum of two terms, one of which is $\frac{(2l+1)!}{\Gamma(a)}e^{s}s^{a-2l-2}$. Multiplied by $e^{-ikr}$, the two become complex conjugates, so $F_l$ is real and its amplitude is twice the modulus of either term. Since $|i^{\,i/k}|=e^{-\pi/2k}$, the amplitude of $F_l$ is $C_l(2l+1)!\,2^{-l}e^{-\pi/2k}/|\Gamma(a)|$. Setting it to one,

$$C_l=\frac{2^l e^{\pi/2k}|\Gamma(l+1+i/k)|}{(2l+1)!}.$$

Because $\int_0^\infty\sin kr\,\sin k'r\,dr=\frac\pi2\delta(k-k')$ for positive $k,k'$, and $\delta(k-k')=k\,\delta(E-E')$, the energy-normalised function is $u_{kl}=\sqrt{2/\pi k}\,F_l$. The Coulomb phase does not change this normalisation.

**One integral for all channels.** Integrating the series of $M$ term by term and summing the binomial series gives

$$\int_0^\infty r^{2l+1}e^{-pr}M(a,2l+2,qr)\,dr=\frac{(2l+1)!}{p^{2l+2}}\left(1-\frac qp\right)^{-a}.$$

The sum converges for $|q|<|p|$. With $p=\beta+ik$ and $q=2ik$, both sides are analytic in $\beta$ for ${\rm Re}\,\beta>0$, so the result continues to every $\beta>0$. Here $p-q=\beta-ik$, and therefore

$$\int_0^\infty r^lF_l\,e^{-\beta r}dr=A_l\,D^{-l-1}T, \tag{3}$$

$$D=\beta^2+k^2,\qquad T=\exp\left[-\frac2k\arctan\frac k\beta\right],\qquad A_l=C_lk^{l+1}(2l+1)!\,.$$

Each extra power of $r$ is produced by $-d/d\beta$. Since $T'=2T/D$ and $D'=2\beta$,

$$\frac{d}{d\beta}\left(D^{-j}T\right)=2(1-j\beta)D^{-j-1}T. \tag{4}$$

Let $B_l=\sqrt{2/\pi k}\,A_l$. From $|\Gamma(1+i/k)|^2=(\pi/k)/\sinh(\pi/k)$ and $|\Gamma(l+1+i/k)|^2=(l^2+1/k^2)|\Gamma(l+i/k)|^2$,

$$B_0^2=\frac{4}{1-e^{-2\pi/k}},\qquad B_l^2=4(1+l^2k^2)B_{l-1}^2. \tag{5}$$

These factors stay finite as $k\to0$, tending to 4, 16 and 64 for $l=0,1,2$. The free wave had powers of $k$ in their place.

At $\beta=1/2$, the decay constant of both bound states, $D=x/4$. Define

$$S=\frac{T^2}{1-e^{-2\pi/k}}=\frac{\exp[-(4/k)\arctan 2k]}{1-e^{-2\pi/k}}.$$

**From 2s to p.** The bound function is $u_{2s}=\frac1{\sqrt2}(r-\frac12r^2)e^{-r/2}$, so $R$ needs the integrals of $r^2e^{-\beta r}F_1$ and $r^3e^{-\beta r}F_1$. By (4) with $j=2$, the first is

$$-A_1(D^{-2}T)'=2A_1(2\beta-1)D^{-3}T\to0 .$$

It vanishes at every $k$ because $r^2e^{-r/2}$ is proportional to the bound 2p function, which is orthogonal to the p continuum. In the second derivative, only the term that differentiates $(1-2\beta)$ survives:

$$A_1(D^{-2}T)''\to-4A_1D^{-3}T .$$

Hence $R=\frac{B_1}{\sqrt2}\left[0-\frac12(-4)D^{-3}T\right]=\sqrt2\,B_1D^{-3}T$, and

$$R^2=2\cdot16(1+k^2)\cdot\frac{4^6}{x^6}S=2^{17}(1+k^2)x^{-6}S .$$

**From 2p to s.** Now $u_{2p}=r^2e^{-r/2}/(2\sqrt6)$, and $r^3F_0$ requires three derivatives of $D^{-1}T$. The first two are

$$(D^{-1}T)'=2(1-\beta)D^{-2}T,$$

$$(D^{-1}T)''=-2D^{-2}T+4(1-\beta)(1-2\beta)D^{-3}T .$$

Differentiate once more and set $\beta=1/2$. The first term gives $-4(1-2\beta)D^{-3}T=0$, and the second leaves $-8(1-\beta)D^{-3}T=-4D^{-3}T$. The sign $(-1)^3$ makes the integral $+4A_0D^{-3}T$, so

$$R^2=\frac{16}{24}B_0^2D^{-6}T^2=\frac{2^{15}}3x^{-6}S .$$

**From 2p to d.** Here $r^3F_2$ needs one derivative, $-(D^{-3}T)'=2(3\beta-1)D^{-4}T\to D^{-4}T$. With $B_2^2=64(1+k^2)x/(1-e^{-2\pi/k})$,

$$R^2=\frac1{24}\,64(1+k^2)\,x\,\frac{4^8}{x^8}S=\frac{2^{19}}3(1+k^2)x^{-7}S .$$

**Closed forms.** Insert these integrals, $\omega=x/8$ and $1+k^2=(x+3)/4$ into (2). In units of $a_0^2$,

$$\sigma_{2s}=\frac{2^{14}\pi^2\alpha}{3}\,\frac{x+3}{x^5}\,S, \tag{6}$$

$$\sigma_{2p\to s}=\frac{2^{14}\pi^2\alpha}{27}\,\frac{S}{x^5},\qquad \sigma_{2p\to d}=\frac{2^{17}\pi^2\alpha}{27}\,\frac{x+3}{x^6}\,S. \tag{7}$$

The 2p channels add through $x+8(x+3)=9x+24=3(3x+8)$:

$$\sigma_{2p}=\frac{2^{14}\pi^2\alpha}{9}\,\frac{3x+8}{x^6}\,S. \tag{8}$$

## Threshold values

As $k\to0$, $(4/k)\arctan2k\to8$ and $e^{-2\pi/k}\to0$, so $S\to e^{-8}=3.3546\times10^{-4}$. At $x=1$, with $a_0^2=28.003$ Mb,

$$\sigma_{2s}=\frac{2^{16}\pi^2\alpha}{3e^8}\,a_0^2=0.52780\,a_0^2=14.78\ \text{Mb},$$

$$\sigma_{2p}=\frac{11\cdot2^{14}\pi^2\alpha}{9e^8}\,a_0^2=0.48382\,a_0^2=13.55\ \text{Mb}.$$

The 2p value consists of 0.41 Mb in the s wave and 13.14 Mb in the d wave. The ratio is 32, and the s share is $1/33$, or 3.0 per cent. The tempting solution had the order of the channels reversed.

A finite proton mass replaces the electron mass by the reduced mass $\mu$. In (2), $\omega$ is an energy and $R^2$ is a squared length per unit energy, so the threshold cross section scales as a squared length, $\mu^{-2}$. This raises the values to 14.80 and 13.56 Mb. The 2p value thus rounds to 13.5 Mb for a fixed nucleus and to 13.6 Mb with the reduced mass.

**A second route to the d wave.** At $k=0$, insert a power series starting with $r^{l+1}$ into (1). Its coefficients obey $m(m+2l+1)a_m=-2a_{m-1}$, which gives

$$u_{0l}=\sqrt{2r}\,J_{2l+1}(\sqrt{8r}) .$$

At large $r$ its amplitude is $(\sqrt{2r}/\pi)^{1/2}$. This equals the energy-normalised semiclassical amplitude $\sqrt{2/\pi p}$ with local momentum $p=\sqrt{2/r}$, which fixes the prefactor. For the d wave,

$$R=\frac1{2\sqrt6}\sum_{m=0}^\infty\frac{(-1)^m2^{m+3}}{m!\,(m+5)!}\,(m+6)!\,2^{m+7}
=\frac{2^{10}}{2\sqrt6}\sum_{m=0}^\infty\frac{(-4)^m(m+6)}{m!}.$$

The last sum is $(6-4)e^{-4}$, so $R=2^{10}e^{-4}/\sqrt6=7.657$. The s-wave integral found above has magnitude $2^8e^{-4}/\sqrt6=1.914$ at threshold. The factor 32 is therefore $4^2$ from the radial integrals times 2 from the angular weights.

The ratio also depends on the even population of $m$. For 2p with $m=\pm1$ along the polarisation axis, the s channel is closed, since an s wave has no $m=\pm1$ component and $z$ conserves $m$.

## Above threshold

From (7), the channel ratio is

$$\frac{\sigma_{2p\to d}}{\sigma_{2p\to s}}=8\left(1+\frac3x\right),$$

which falls from 32 towards 8, while the s share rises from $1/33$ towards $1/9$. Equations (6) and (8) also give

$$\frac{\sigma_{2p}}{\sigma_{2s}}=\frac{3x+8}{3x(x+3)} .$$

The two levels are nearly equal absorbers at threshold, with ratio $11/12$, but 2p falls off faster.

Take $x=4$, a photon energy of 13.606 eV, which would just ionise the ground state. Then $k=\sqrt{3/4}=0.8660$ and $S=7.938\times10^{-3}$, so

$$\sigma_{2s}=\frac{2^{14}\pi^2\alpha}{3}\cdot\frac{7}{4^5}\cdot7.938\times10^{-3}\times28.003\ \text{Mb}=0.598\ \text{Mb}.$$

The 2p channels give $0.0095+0.1328=0.1423$ Mb. Their ratio is $8(1+3/4)=14$, and $\sigma_{2p}/\sigma_{2s}=20/84=0.238$. Other energies, in Mb:

| $x$ | 2s | 2p→s | 2p→d | 2p total |
|---:|---:|---:|---:|---:|
| 1 | 14.780 | 0.4106 | 13.138 | 13.548 |
| 1.5 | 6.174 | 0.1524 | 3.659 | 3.811 |
| 2 | 3.214 | 0.0714 | 1.428 | 1.500 |
| 10 | 0.0520 | 0.0004 | 0.0046 | 0.0051 |

For large $k$, $\arctan2k\to\pi/2$ and $1-e^{-2\pi/k}\to2\pi/k$, so $S\to k/2\pi\approx\sqrt x/4\pi$. Hence $\sigma_{2s}\propto\omega^{-7/2}$, while both 2p channels fall as $\omega^{-9/2}$. The approach is slow. Keeping the next order in $1/k$ gives $S\approx(k/2\pi)(1-\pi/k)$, so the power laws require $k\gg\pi$. The nonrelativistic model also requires $k\ll1/\alpha\approx137$, which leaves a limited range for them. At $x=10$, where $k=1.5$, they do not yet apply.

The formulas were tested against direct quadrature with Coulomb functions at three energies; the largest relative deviation was $3.4\times10^{-11}$. A separate test of the normalisation adds $R^2$ over all bound and continuum final states of a channel, which must reproduce $\langle r^2\rangle$. The sums agree with the required 42 for 2s and 30 for each 2p channel to within $3\times10^{-5}$ in units of $a_0^2$, as the numerical output shows.

## Values computed for the example and the checks

```
fine-structure constant = 0.00729735
a0^2 = 28.0029 Mb
n=2 threshold photon energy = 3.4014 eV
S at threshold, exp(-8) = 3.354626e-04
2s->p: angular weight = 0.333333
2s->p: threshold |R| = 6.63097 a.u.
2p->s: angular weight = 0.111111
2p->s: threshold |R| = 1.91420 a.u.
2p->d: angular weight = 0.222222
2p->d: threshold |R| = 7.65678 a.u.
threshold sigma(2s) = 0.52780 a0^2 = 14.780 Mb
threshold sigma(2p) = 0.48382 a0^2 = 13.548 Mb
threshold 2p->s = 0.4106 Mb
threshold 2p->d = 13.1376 Mb
threshold d/s ratio = 32.0000
threshold s share of 2p = 3.030 percent
reduced mass: sigma(2s) = 14.796 Mb
reduced mass: sigma(2p) = 13.563 Mb
table: x, photon eV, k a.u., S, then Mb: 2s, 2p->s, 2p->d, 2p; d/s
 1.0   3.4014 0.00000 3.35463e-04 14.77985 0.41055 13.13765 13.54820 32.000
 1.5   5.1021 0.35355 9.45915e-04 6.17411 0.15245 3.65873 3.81118 24.000
 2.0   6.8028 0.50000 1.86745e-03 3.21392 0.07142 1.42841 1.49983 20.000
 4.0  13.6057 0.86603 7.93802e-03 0.59769 0.00949 0.13282 0.14231 14.000
10.0  34.0142 1.50000 3.63156e-02 0.05200 0.00044 0.00462 0.00507 10.400
largest relative quadrature deviation = 3.4e-11
largest 2p-continuum p overlap = 1.6e-14 a.u.
2s->p: closure sum = 42.00001, <r^2> = 42.00000 a0^2
2p->s: closure sum = 30.00000, <r^2> = 30.00000 a0^2
2p->d: closure sum = 30.00002, <r^2> = 30.00000 a0^2
oscillator-strength sum: 2s 1.000001, 2p 1.000001
2s->p: high-energy exponent = -3.4999
2p->s: high-energy exponent = -4.4999
2p->d: high-energy exponent = -4.4999
high-energy d/s ratio = 8.00000
```
